Rashba Coefficient of InAs Conduction Electrons from the Eight-Band Kane Model

**The problem**

An electron in the conduction band of InAs moves in a potential energy that varies slowly on the scale of the crystal cell. The eight-band Kane model describes it by an s-like conduction doublet (S↑, S↓) and six valence states (X, Y, Z, each with two spins). The data are the gap E₀ = 0.418 eV, the split-off energy D = 0.38 eV and the momentum energy E_P = 21.5 eV. Energies are in eV and lengths in nm, with ħ²/2m₀ = 0.0380998 eV nm².

The zero of energy is the conduction edge, and k = −i∇ acts on the envelope functions. The blocks of the Hamiltonian are

H_c = ħ²k²/2m₀ + V_c

T_j = iP k_j (row from valence orbital j to the conduction doublet)

H_v = −E₀ − D/3 + (D/3) L·σ + V_v

with P² = E_P ħ²/2m₀. Here σ are the Pauli matrices and L is the orbital angular momentum in the basis X, Y, Z:

(L·σ)_ij = −i ε_ijk σ_k,

where repeated indices are summed. The potentials V_c and V_v move the conduction and valence edges. A slowly varying electrostatic potential gives V_c = V_v; a change of composition need not.

The free-electron term is absent from the valence block, where remote bands are taken to cancel it. The crystal's bulk inversion asymmetry is also omitted.

**Part 1. Find the valence edges and the conduction mass. Why is there no spin term at second order in P?**

*Answer.* With J = L + σ/2, squaring gives J² = L² + 3/4 + L·σ. Since L² = 2,

L·σ = j(j+1) − 11/4.

This is 1 for j = 3/2 and −2 for j = 1/2. The edges therefore lie at −E₀ − D/3 + D/3 = −E₀ and at −E₀ − D/3 − 2D/3 = −E₀ − D. The projectors on the two multiplets are

Q₈ = (2 + L·σ)/3,  Q₇ = (1 − L·σ)/3,

as inserting the two eigenvalues confirms. Their spin-dependent parts are opposite.

Define the inverse energy distance from the conduction edge to the valence states,

g = Q₈/E₀ + Q₇/(E₀+D).

Second-order perturbation theory gives

T g T† = (iP)(−iP) k_i g_ij k_j = P² k_i g_ij k_j.

The spin part of g_ij is proportional to ε_ijk, which is antisymmetric in i and j, while k_i k_j is symmetric. Their contraction vanishes. The scalar parts of Q₈ and Q₇ are 2/3 and 1/3, so

T g T† = (P²k²/3)[2/E₀ + 1/(E₀+D)].

Adding ħ²k²/2m₀ and dividing by it gives

m₀/m = 1 + (E_P/3)[2/E₀ + 1/(E₀+D)] = 1 + 7.167 × (4.785 + 1.253) = 44.3.

Hence m = 0.0226 m₀ in this model. Remote bands, omitted here, change the value in the real crystal. A spin term needs something that fails to commute with k, and a potential gradient supplies it.

**Part 2. Derive the spin term to first order in the potential gradient and lowest order in k. Which potential enters it?**

*Answer.* Let c and v be the conduction and valence parts of the state. The lower block of the eigenvalue equation gives v = (E − H_v)⁻¹T†c. For |E − V_v| small against E₀, expand

(E − H_v)⁻¹ ≈ g − g(E − V_v)g.

Insert this into the upper block and collect the terms with E:

(H_c + T g T† + T g V_v g T†)c = E(1 + N)c,  N = T g² T†.

The factor 1 + N is the normalization, because the total probability is ⟨c|c⟩ + ⟨v|v⟩ = ⟨c|1+N|c⟩ at this order. The properly normalized doublet is φ = (1 + N/2)c. Substitute c = (1 − N/2)φ and multiply from the left by 1 − N/2. Through second order in P this gives

H_eff = H_c + T g T† + T g V_v g T† − ½(N H_c + H_c N).

N is spin-free for the symmetry reason of Part 1, and so is H_c. Their anticommutator therefore contains no spin. The spin term comes from T g V_v g T† alone, and the potential in it is that of the **valence** edges.

Since Q₈ and Q₇ are orthogonal projectors, g² = Q₈/E₀² + Q₇/(E₀+D)². Its spin part is

(g²)_ij → −(i/3) C ε_ijk σ_k,  C = 1/E₀² − 1/(E₀+D)².

The remaining operator product follows from k_i V_v = V_v k_i − i ∂_iV_v:

ε_ijk k_i V_v k_j = V_v ε_ijk k_i k_j − i ε_ijk (∂_iV_v) k_j = −i(∇V_v × k)_k.

The first term vanished by symmetry. Collecting factors,

H_R = P² (−i/3) C (−i) σ·(∇V_v × k) = −(P²C/3) σ·(∇V_v × k).

For these operators ∇V_v × k = −k × ∇V_v, because the curl of a gradient vanishes. Therefore

H_R = a₀ σ·(k × ∇V_v),

a₀ = (P²/3)[1/E₀² − 1/(E₀+D)²].

For an electron of charge −e in an electric field F, the potential energy obeys ∇V = eF. If the electrostatic potential is the sole source of the valence slope, H_R = a₀ e σ·(k × F).

Two limits show the origin of the effect. For D → 0 the two multiplets cancel and a₀ vanishes: the field alone produces no spin splitting in this model. For D ≪ E₀, expanding the second fraction gives a₀ ≈ 2P²D/(3E₀³), linear in the valence spin-orbit energy. For D much larger than E₀ the split-off states drop out and a₀ tends to P²/(3E₀²).

**Part 3. Evaluate the coefficient for InAs. How sensitive is it to the gap?**

*Answer.* The steps are

P² = 21.5 × 0.0380998 = 0.81915 eV² nm²,

C = 5.7233 − 1.5703 = 4.1530 eV⁻²,

a₀ = (0.81915/3) × 4.1530 = 1.134 nm² = 113.4 Å².

This value is a band-edge coefficient of the bulk model. It has the dimension of an area. The Rashba parameter of a layer, an energy times a length, follows after multiplication by a slope of the potential energy.

Differentiating at fixed P² and D gives

d ln a₀/dE₀ = −2[1/E₀³ − 1/(E₀+D)³]/C = −5.6 eV⁻¹.

An error of 10 meV in the gap therefore changes a₀ by nearly 6%.

**Part 4. Show that the same coefficient is half a Berry curvature, and use this as an independent check.**

*Answer.* Cyclic rotation of the triple product gives H_R = ∇V·(a₀ σ × k), with one potential V common to all bands. To first order this is V(r + A) − V(r) with

A = a₀ σ × k.

The electron samples the potential at a point displaced according to its spin and wavevector.

The displacement can be found without using a potential. To second order in k, the normalized Bloch doublet has conduction part 1 − N/2 and valence part gT†. Its Berry connection is A_a = i u†∂u/∂k_a. The conduction part contributes −½∂N/∂k_a inside u†∂u/∂k_a, which cancels the scalar valence contribution. The spin part remains:

A_a = i P² k_i (−i/3) C ε_iab σ_b = a₀ ε_iab k_i σ_b = a₀(σ × k)_a.

Its components are A_x = a₀(σ_y k_z − σ_z k_y) and A_y = a₀(σ_z k_x − σ_x k_z). At k = 0 the commutator of A_x and A_y vanishes, so the curvature is

Ω_z = ∂A_y/∂k_x − ∂A_x/∂k_y = 2a₀σ_z.

The numerical check diagonalizes the full 8 × 8 Hamiltonian at the corners of a square of side 0.001 nm⁻¹ centred on k = 0. The product of the overlaps of neighbouring conduction doublets gives the curvature. Half of its spin-up element is 1.1339 nm², against 1.134 nm² from the formula. The same test also held for D = 0, where the curvature vanishes, and for E₀ = 1.5 eV with D = 0.3 eV.

**Part 5. A layer has an applied slope s = eF along z and a confinement U(z). The edges move as V_c = sz + U and V_v = sz − rU. Find the Rashba splitting for weak, smooth confinement.**

*Answer.* For k along x and a valence slope along z, x̂ × ẑ = −ŷ. The spin term is −a₀⟨dV_v/dz⟩k σ_y. For a positive slope and positive k, the state with spin along +y is lower, and the splitting is

δ = 2a₀⟨dV_v/dz⟩k.

The mean conduction force is fixed by binding. In a bound eigenstate the expectation value of [k_z, H] is zero. At leading order H = ħ²k²/2m + V_c with constant m, so

0 = ⟨[k_z, H]⟩ = −i⟨dV_c/dz⟩.

It follows that ⟨dU/dz⟩ = −s, and therefore

⟨dV_v/dz⟩ = s − r⟨dU/dz⟩ = (1+r)s,

δ = 2(1+r)a₀ s k.

For r = 0 the confinement leaves the valence edges alone, and the bare estimate a₀eF holds. For r > 0 the valence edges fall where the conduction edge rises, as in a well that confines both electrons and holes, and the confinement enhances the splitting. For r = −1 all bands feel the same potential. The mean force then vanishes, and with it the leading splitting, even though the applied field is not zero. A coefficient of 113 Å² does not by itself determine the splitting of a layer.

These cases were solved with the full eight-band Hamiltonian in a periodic cell. The confinement was U = W[1 − cos(qz)], with W = 0.03 eV and q = 2π/(period), and the tilt sz was replaced by s sin(qz)/q. The slope was s = 5 × 10⁻⁶ eV/nm and the wavevector 0.002 nm⁻¹. The results for periods of 300, 600 and 1200 nm were fitted in the inverse period and extrapolated to zero, which removes the confinement energy. This is valid only while s/(Wq) is small (0.03 at 1200 nm). At fixed s and much longer periods the state moves off the centre of the tilt and the ratio falls again. The ratio δ/(2sk) became 1.132 nm² for r = 0 and 1.699 nm² for r = 0.5. The predictions are 1.134 and 1.701 nm², so both agree within 0.2%. The small deficit comes from the displacement of the state; with a slope ten times smaller the extrapolated values are 1.134 and 1.701 nm².

For r = −1 the result was 6 × 10⁻⁸ nm², zero for practical purposes. This profile has a special reason for that: a sine plus a cosine of the same period is a shifted cosine, symmetric about its new centre. Inversion and time reversal then forbid a splitting. The case confirms the required zero, but it does not separately test the force argument for an asymmetric common potential.

**Part 6. Include the finite energy of the electron, and apply the result to a layer with field 50 kV/cm and density 5 × 10¹¹ cm⁻².**

*Answer.* Keep the energy E in the eliminated equation, and let E_v(z) = −E₀ + V_v(z) be the upper valence edge. The calculation of Part 2 is repeated with the spin-dependent part of the inverse energy now given by

G(z) = 1/(E − E_v) − 1/(E − E_v + D).

The spin term is −(P²/3)(dG/dz)k σ_y, where

dG/dz = (dE_v/dz)[1/(E − E_v)² − 1/(E − E_v + D)²].

The eliminated Hamiltonian K(E) depends on its own eigenvalue. A small change δK therefore gives

δE⟨c|c⟩ = ⟨c|δK|c⟩ + δE⟨c|∂K/∂E|c⟩.

Because ∂K/∂E = −T(E − H_v)⁻²T†, the last expectation value is −⟨v|v⟩. Moving it to the left produces δE(⟨c|c⟩ + ⟨v|v⟩). With the full state normalized to one, δE = ⟨c|δK|c⟩, and the splitting is

δ = (2kP²/3) ∫|c|² (dG/dz) dz,

to first order in the spin term. The conduction part c has norm below one.

For a nearly spin-degenerate layer, counting states gives n = k_F²/(2π). With n = 0.005 nm⁻²,

k_F = √(2π × 0.005) = 0.177 nm⁻¹.

The field corresponds to s = 0.005 eV/nm. The band-edge estimate for r = 0 is

a₀s = 1.134 × 5 = 5.67 meV nm,

δ = 2 × 5.67 × 0.1772 = 2.01 meV.

Now take the smooth profile of Part 5 with period 60 nm and W = 0.2 eV. For r = 0 the full eight-band solution gives 1.01 meV, half the band-edge estimate. The finite-energy formula, averaged over the two split states, also gives 1.01 meV. This is the value of the model; rough remote-band k² terms in the conduction and valence blocks shift it by about 2%.

The reduction has traceable parts. The sinusoidal tilt has a mean slope of 4.365 meV/nm over the state instead of 5 meV/nm, which lowers the estimate to 1.755 meV. The full result is 0.57 of that. The state lies 78 meV above the bulk conduction edge, and its conduction share is 0.90.

A local estimate accounts for the factor 0.57. The minimum of V_c satisfies tan(qz) = −s/(Wq) = −0.239, so z = −2.2 nm. There the valence edge is lower by 11 meV. The energy distance is then 0.418 + 0.078 + 0.011 = 0.507 eV. Replacing E₀ by this value in C gives 0.63 of the band-edge C, and 0.63 × 0.90 = 0.57.

With r = 0.5 and the same W, period, field and k_F, the mean valence slope is 6.84 meV/nm and the splitting is 1.41 meV. The enhancement over r = 0 is 1.40, not the weak-confinement value 1.5. The mean valence slope alone rises by 6.84/4.365 = 1.57. The term −rU lowers the valence edges on average and enlarges the energy denominators, which brings the estimate from mean values down to about 1.49. The rest of the reduction comes from variation across the state: the valence slope is steepest on the side where the valence edge lies lowest and the denominators are largest.

**Part 7. Which omitted effects matter for a real InAs layer?**

*Answer.* The field and density are rough inputs chosen for illustration, and the gap is appropriate to low temperature. The cosine well is a model profile. Real heterostructures have sharp interfaces, with band offsets that can be comparable to the gap, so the weak-confinement factor 1+r should not be used for them quantitatively. A change of material also changes D and P, which this model holds fixed. In the smooth example, changing r from 0 to 0.5 already raised the splitting by 40%. A prediction for a device needs its actual band profile and a self-consistent field.

Temperature acts in two ways. Taking 60 meV as a rough narrowing of the gap up to 300 K, with D and E_P fixed, raises a₀ to about 163 Å², or by 44%. The splitting of the r = 0 layer at the same wavevector rises less, by about 27%, because the electron energy adds to the gap in the denominators. At 300 K about 13% of the electrons also occupy higher subbands, so the one-subband k_F of Part 6 is a low-temperature value. Meanwhile the thermal energy is 25.9 meV, far above the calculated splitting of about 1 meV, so the two spin branches are almost equally occupied near the Fermi energy at room temperature.

Bulk inversion asymmetry adds a Dresselhaus term. A rough coefficient of 0.03 eV nm³, multiplied by ⟨k_z²⟩ of the r = 0 state, gives 0.4 meV nm. The effective Rashba parameter of that state is 1.008/(2 × 0.1772) = 2.8 meV nm, so the omitted linear term is about 14% of it. With z along a cube axis, the cubic Dresselhaus term vanishes for k along the in-plane cube axes, but midway between them it reaches 0.03 × 0.1772²/2 eV nm = 0.47 meV nm. There it opposes the linear term and, with these rough numbers, nearly cancels it.

Higher p-like conduction bands have a small direct effect. With rough distances of 4.0 and 4.25 eV for j = 1/2 and j = 3/2, and a momentum energy set equal to E_P for sizing, they contribute −0.19 Å². Their mixing with the valence states is not included in this figure. For a free electron in vacuum the coefficient of σ·(k × ∇V) is −ħ²/(4m₀²c²) = −3.7 × 10⁻⁶ Å². The crystal's value has the opposite sign and is larger in magnitude by a factor of about 3 × 10⁷. The magnitude of the vacuum coefficient can be written (ħc)²/(2m₀c²)², a squared coupling over a squared gap, like P²/E₀² in the crystal. The coupling P is much smaller than ħc, but the gap E₀ is smaller than 2m₀c² by a far larger factor.

Finally, a uniform field tilts the bands until conduction and valence states meet in energy at a distance E₀/s = 84 nm. The decay constant of the Kane bands, integrated through the gap, gives a tunnelling factor exp(−34), which is negligible here. The state's rms width of 4.3 nm is also much shorter than that distance. This estimate covers tunnelling only. In thick InAs a field of this size can also cause avalanche breakdown, so the example presumes a field confined to a thin layer, with no current flowing along it. Of the effects sized in this example, the band profile, the finite electron energy and the thermal change of the gap are the largest.

Values computed for the example and the checks

```
gap E0: 0.418 eV
split-off energy D: 0.38 eV
momentum energy E_P: 21.5 eV
hbar^2/(2 m0): 0.0380998 eV nm^2
P^2: 0.81915 eV^2 nm^2
1/E0^2: 5.7233 eV^-2
1/(E0+D)^2: 1.5703 eV^-2
conduction mass / m0: 0.02259
a0 from formula: 1.134 nm^2
a0 from formula, converted: 113.4 angstrom^2
a0 from Wilson loop: 1.1339 nm^2
weak-well coefficient, r=0.0: 1.132 nm^2
weak-well coefficient, r=0.5: 1.699 nm^2
weak-well coefficient, r=-1.0: 5.895e-08 nm^2
example field: 0.005 V/nm
example field, converted: 50 kV/cm
sheet density: 5e+11 cm^-2
Fermi wavevector: 0.1772 nm^-1
Rashba parameter a0*e*field: 5.67 meV nm
band-edge splitting at Fermi wavevector: 2.01 meV
model well period: 60 nm
model well cosine amplitude: 0.2 eV
subband bottom above bulk edge, r=0: 35.11 meV
state energy at Fermi wavevector, r=0: 78.33 meV
rms width of state, r=0: 4.318 nm
conduction share of state, r=0: 0.8997
mean valence slope, r=0.0: 4.365 meV/nm
full eight-band splitting, r=0.0: 1.008 meV
finite-energy formula, r=0.0: 1.008 meV
mean valence slope, r=0.5: 6.84 meV/nm
full eight-band splitting, r=0.5: 1.408 meV
finite-energy formula, r=0.5: 1.408 meV
band-edge law with same mean slope, r=0: 1.755 meV
full / band-edge law, r=0: 0.5746
rough gap narrowing to 300 K: 60 meV
a0 with narrowed gap: 163 angstrom^2
thermal energy at 300 K: 25.9 meV
gap / field, tunnelling length: 83.6 nm
tunnelling exponent in uniform field: 34.2
rough bulk Dresselhaus coefficient: 0.03 eV nm^3
linear Dresselhaus parameter: 0.4 meV nm
rough distance to higher p bands, j=1/2: 4 eV
rough distance to higher p bands, j=3/2: 4.25 eV
their direct term if E_P were equal: -0.19 angstrom^2
vacuum spin-orbit coefficient: 3.73e-06 angstrom^2
```
